# Spread of void nucleation times for a lognormal critical stress

A passivated metal line carries a constant current. Its cathode end, at \(x=0\), is blocked: no atoms enter there. Electrons flow towards \(+x\) and drag atoms with them, so the cathode end loses material and goes into tension. A void nucleates when the tension first reaches a critical value \(\sigma_c\), which differs from line to line. The problem is to find how the spread of \(\sigma_c\) appears in the spread of the nucleation time \(t_n\).

Tension is counted positive and logarithms are natural. The "log standard deviation" of a positive quantity is the standard deviation of its logarithm. The critical stress is lognormal,

\[
\ln\sigma_c=\ln\sigma_{50}+sZ ,
\]

where \(Z\) is a standard normal variable, \(\sigma_{50}\) is the median and \(s\) is the log standard deviation. Here \(\sigma_c\) belongs to the cathode end of a whole line; if several weak sites compete there, it is the value for the first to fail.

## (a) How does the cathode stress grow?

**Question.** Derive the stress at \(x=0\) for a long line that is free of stress when the current is switched on.

**Solution.** Let \(D\) be the effective atomic diffusivity, \(\Omega\) the atomic volume, \(\rho\) the resistivity, \(j\) the current density and \(|Z^*|\) the magnitude of the effective charge number. The electron wind pushes each atom towards \(+x\) with force \(|Z^*|e\rho j\). Tension lowers the chemical potential by \(\Omega\sigma\), which adds a force \(\Omega\,\partial\sigma/\partial x\). With \(1/\Omega\) atoms per unit volume and mobility \(D/k_BT\), the atomic flux is

\[
J=\frac{D}{\Omega k_BT}\left(|Z^*|e\rho j+\Omega\frac{\partial\sigma}{\partial x}\right).
\]

A unit volume loses atoms at the rate \(\partial J/\partial x\), so its fractional loss rate is \(\Omega\,\partial J/\partial x\). In a confined line this loss raises the tension in proportion to an effective modulus \(B\): \(\partial\sigma/\partial t=B\Omega\,\partial J/\partial x\). Substituting \(J\) gives the Korhonen equation,

\[
\frac{\partial\sigma}{\partial t}=\frac{\partial}{\partial x}\left[\kappa\left(\frac{\partial\sigma}{\partial x}+G\right)\right],\qquad
\kappa=\frac{DB\Omega}{k_BT},\qquad G=\frac{|Z^*|e\rho j}{\Omega}.
\]

Take \(\kappa\) and \(G\) constant. The gradient \(u=\partial\sigma/\partial x\) then obeys \(\partial u/\partial t=\kappa\,\partial^2u/\partial x^2\). It starts at zero, vanishes far away, and equals \(-G\) at \(x=0\), because the flux is zero there.

No length is given by these conditions, so try \(u=-Gf(\eta)\) with \(\eta=x/(2\sqrt{\kappa t})\). Since \(\partial\eta/\partial t=-\eta/(2t)\) and \((\partial\eta/\partial x)^2=1/(4\kappa t)\), the diffusion equation becomes

\[
-\frac{\eta}{2t}f'=\frac{1}{4t}f''\quad\Longrightarrow\quad f''=-2\eta f' .
\]

Hence \(f'\propto e^{-\eta^2}\), and the conditions \(f(0)=1\), \(f(\infty)=0\) select

\[
f(\eta)=\operatorname{erfc}\eta=\frac{2}{\sqrt\pi}\int_\eta^\infty e^{-y^2}dy .
\]

Far from the end the flux is uniform and the stress stays zero. Integrating the gradient from there back to the cathode gives

\[
\sigma(0,t)=-\int_0^\infty u\,dx=2G\sqrt{\kappa t}\int_0^\infty\operatorname{erfc}\eta\,d\eta .
\]

Exchanging the order of integration, for each \(y\) the variable \(\eta\) runs from 0 to \(y\), so

\[
\int_0^\infty\operatorname{erfc}\eta\,d\eta=\frac{2}{\sqrt\pi}\int_0^\infty y\,e^{-y^2}dy=\frac1{\sqrt\pi}.
\]

The cathode stress is therefore

\[
\sigma(0,t)=A\sqrt t,\qquad A=2G\sqrt{\frac{\kappa}{\pi}} .
\]

The root has a simple origin. The gradient at the end is fixed at \(-G\), while the stressed region widens as \(\sqrt{\kappa t}\); the stress is of the order of their product.

## (b) What is the distribution of the nucleation time?

**Question.** Let \(A\) be the same for all lines. Show that \(t_n\) is lognormal with log standard deviation \(2s\), and find its median.

**Solution.** The stress rises steadily, so it crosses each level once. A void has formed by time \(t\) if and only if \(\sigma_c\le A\sqrt t\). With \(\Phi\) the standard normal distribution function,

\[
P(t_n\le t)=\Phi\!\left(\frac{\ln(A\sqrt t)-\ln\sigma_{50}}{s}\right).
\]

The numerator is

\[
\ln A+\tfrac12\ln t-\ln\sigma_{50}=\tfrac12\left[\ln t-2\ln\frac{\sigma_{50}}{A}\right].
\]

Define \(t_{50}=(\sigma_{50}/A)^2\). Then

\[
P(t_n\le t)=\Phi\!\left(\frac{\ln t-\ln t_{50}}{2s}\right),
\]

which is a lognormal distribution with median \(t_{50}\) and log standard deviation \(2s\).

The same result follows line by line. Setting \(A\sqrt{t_n}=\sigma_c\) gives \(t_n=(\sigma_c/A)^2\), so

\[
\ln t_n=2\ln\sigma_c-2\ln A=\ln t_{50}+2sZ .
\]

A line with a critical stress 10 % below another's nucleates its void after \(0.9^2=0.81\) of the other's time. The doubling itself needs a finite variance of \(\ln\sigma_c\), not a normal shape; the normal shape is what makes \(t_n\) lognormal.

## (c) What if the growth law is not a square root?

**Question.** Find the log standard deviation for \(\sigma=At^n\) with \(n>0\), and its small-\(s\) form for a smooth \(\sigma(t)\) that rises through \(\sigma_{50}\) with nonzero slope.

**Solution.** For the power law, \(\ln t_n=(\ln\sigma_c-\ln A)/n\), so the log standard deviation is \(s/n\). The square root gives \(2s\); linear growth would give \(s\).

For such a curve, define the local exponent \(m=d\ln\sigma/d\ln t>0\) where it passes \(\sigma_{50}\). To first order in \(s\), a change \(sZ\) in \(\ln\sigma_c\) changes \(\ln t_n\) by \(sZ/m\). Thus

\[
\operatorname{sd}(\ln t_n)\simeq\frac{s}{m}.
\]

The factor 2 is the inverse of the exponent \(1/2\), and it changes when the curve departs from a square root near the critical stress.

## (d) What do the mean and the early failures look like?

**Question.** Find the mean and the \(p\)-quantile of \(t_n\) from part (b). Evaluate them for an aluminium line at 500 K and 1.0 MA/cm², with \(|Z^*|=4.0\), \(\rho=5.0\ \mu\Omega\,\)cm, \(\Omega=0.0166\) nm³, \(B=50\) GPa, \(D=1.0\times10^{-13}\) cm²/s, \(\sigma_{50}=300\) MPa and \(s=0.15\).

**Solution.** The mean is \(t_{50}\) times the average of \(e^{2sZ}\). Completing the square in the Gaussian integral, \(-z^2/2+2sz=-(z-2s)^2/2+2s^2\), gives

\[
\langle t_n\rangle=t_{50}\,e^{2s^2}.
\]

The time by which a fraction \(p\) of lines has nucleated a void is

\[
t_p=t_{50}\,e^{2sz_p},\qquad \Phi(z_p)=p .
\]

For the aluminium line, in SI units first,

\[
G=\frac{4.0\,e\,(5.0\times10^{-8})(1.0\times10^{10})}{1.66\times10^{-29}}\ \text{Pa/m}=19.30\ \text{MPa}/\mu\text{m},
\]

\[
\kappa=\frac{(1.0\times10^{-17})(5.0\times10^{10})(1.66\times10^{-29})}{k_B\,(500\ \text{K})}\ \text{m}^2/\text{s}=4.328\ \mu\text{m}^2/\text{h}.
\]

Hence

\[
A=2(19.30)\sqrt{4.328/\pi}=45.3\ \text{MPa}/\text{h}^{1/2},\qquad
t_{50}=\left(\frac{300}{45.32}\right)^2=43.8\ \text{h},
\]

or 1.83 days. The log standard deviation is \(2\times0.15=0.30\), and the mean is \(43.83\,e^{0.045}=45.8\) h.

The early quantile shows the doubling most clearly. For \(p=0.1\,\%\), \(z_p=-3.090\), and

\[
t_{0.001}=43.83\,e^{-0.30\times3.090}=17.3\ \text{h}.
\]

Using \(s\) in place of \(2s\) would give \(43.83\,e^{-0.15\times3.090}=27.6\) h, which is 1.6 times too long. The median would be unaffected, so it could not reveal the mistake.

## (e) What if the lines differ in more than critical stress?

**Question.** Let \(G\) and \(\kappa\) also vary between lines, with log standard deviations \(s_G\) and \(s_\kappa\). Find the spread of \(t_n\).

**Solution.** Since \(t_n=\pi\sigma_c^2/(4G^2\kappa)\),

\[
\ln t_n=2\ln\sigma_c-2\ln G-\ln\kappa+\ln\frac{\pi}{4}.
\]

If the three quantities are independent, their variances add with squared coefficients:

\[
\operatorname{Var}(\ln t_n)=4s^2+4s_G^2+s_\kappa^2 .
\]

Correlations would add covariance terms. If all three quantities are lognormal and independent, \(t_n\) remains lognormal, but its log standard deviation exceeds \(2s\). For \(s_G=0.05\) and \(s_\kappa=0.30\) it is \(\sqrt{0.09+0.01+0.09}=0.436\). Halving this value would give 0.218 for the spread of critical stress, whereas the assumed value is 0.15. Half the lifetime spread therefore measures \(s\) only when the other variations are negligible or have been subtracted.

## (f) What does an initial tension do?

**Question.** The line starts with a uniform tension \(\sigma_0<\sigma_{50}\). Find the new median and the small-\(s\) spread. Is \(t_n\) still lognormal?

**Solution.** The stress equation contains only derivatives of \(\sigma\), so a uniform tension simply adds: \(\sigma(0,t)=\sigma_0+A\sqrt t\). For lines with \(\sigma_c>\sigma_0\),

\[
t_n=\left(\frac{\sigma_c-\sigma_0}{A}\right)^2 .
\]

Lines with \(\sigma_c\le\sigma_0\) would form voids before any current flows; in the example below they lie more than seven log standard deviations under the median and can be ignored.

Write \(\sigma_c=\sigma_{50}e^{sZ}\), so that \(d\sigma_c/dZ=s\sigma_c\). Then

\[
\frac{d\ln t_n}{dZ}=\frac{2s\sigma_c}{\sigma_c-\sigma_0},\qquad
\frac{d^2\ln t_n}{dZ^2}=-\frac{2s^2\sigma_0\sigma_c}{(\sigma_c-\sigma_0)^2}.
\]

The first derivative at \(Z=0\) gives the small-\(s\) spread,

\[
\operatorname{sd}(\ln t_n)\simeq 2s\,\frac{\sigma_{50}}{\sigma_{50}-\sigma_0}.
\]

The second derivative is not zero, so \(\ln t_n\) is not a linear function of \(Z\) and \(t_n\) is no longer lognormal. The negative curvature stretches the early tail.

For \(\sigma_0=100\) MPa the median falls to \((200/45.32)^2=19.5\) h, and the small-\(s\) spread is \(0.30\times300/200=0.45\). To go beyond small \(s\), the stress equation was solved numerically by a finite-volume method, and the crossing times were averaged over critical stresses within five log standard deviations of the median. This gives a spread of 0.456 and a skewness of \(\ln t_n\) of \(-0.24\). A modest initial tension thus shortens the median life and widens the relative spread together.

## (g) When does the line become too short?

**Question.** A line of length \(L\), initially free of stress, is blocked at both ends. Find the greatest cathode stress and the fraction of lines that never nucleate a void there.

**Solution.** In the final state the flux vanishes everywhere, so \(\partial\sigma/\partial x=-G\) and \(\sigma=\sigma(0)-Gx\). Blocked ends conserve the number of atoms, which keeps \(\int_0^L\sigma\,dx\) at zero:

\[
\sigma(0)L-\tfrac12GL^2=0\quad\Longrightarrow\quad \sigma(0)=\tfrac12GL .
\]

The cathode stress approaches this value from below. Lines with \(\sigma_c\ge GL/2\) never nucleate a void, and their fraction is

\[
1-\Phi\!\left(\frac{\ln[GL/(2\sigma_{50})]}{s}\right).
\]

For \(L=50\ \mu\)m the limit is 482.6 MPa, and the fraction is \(7.6\times10^{-4}\). The lifetime distribution then levels off just below one, and a lognormal law cannot describe its late end.

The square root holds while \(\sqrt{\kappa t}\ll L\). At the median time \(\sqrt{\kappa t_{50}}=13.8\ \mu\)m. For \(L=100\ \mu\)m the finite-volume solution gives a log standard deviation of 0.300, so the finite length has no practical effect on the spread there.

## (h) How far does the result carry over to a real line?

**Question.** Estimate the effects of stress-dependent diffusion, Joule heating and void growth for the example, starting again from zero initial tension.

**Solution.** Tension can raise the diffusivity. Take \(D\propto e^{\Omega\sigma/k_BT}\), with the full atomic volume in the exponent as a rough choice. At 300 MPa the exponent is 0.72, so the local diffusivity doubles. The finite-volume solution with this law, for a line of 300 µm, gives a median of 39.2 h and a log standard deviation of 0.286. These are about 11 % and 5 % below the square-root values. By part (c), the smaller spread corresponds to an effective exponent near \(0.15/0.2856\simeq0.525\).

For Joule heating, let a line 0.5 µm high lose its heat straight down through 1.0 µm of oxide with thermal conductivity \(k_{ox}=1.4\) W/(m K). With line height \(h\) and oxide thickness \(d\),

\[
\Delta T=\frac{j^2\rho hd}{k_{ox}}=1.8\ \text{K}.
\]

With an activation energy \(E_a=0.8\) eV for diffusion, and all other temperature dependence left out, the median is multiplied by \(\exp[-E_a\Delta T/(k_BT^2)]=0.94\). A rise common to all lines shifts every \(\ln t_n\) equally and leaves the spread unchanged.

Nucleation is not yet electrical failure. The wind alone moves the void edge at \(v=D|Z^*|e\rho j/(k_BT)=1.67\) nm/h, so a void 0.2 µm long takes about 120 h, nearly three times the median nucleation time. This estimate omits the faster early growth while the stored tension relaxes. In a long line the atoms displaced before nucleation can add at most \(vt_{50}=0.073\ \mu\)m to the void, so the growth time at the median lies between about 76 and 120 h. If every line needed the same growth time \(t_g\), the failure time would be \(t_n+t_g\), and to first order its log standard deviation would be

\[
2s\,\frac{t_{50}}{t_{50}+t_g}\simeq0.30\times\frac{43.8}{43.8+119.7}\simeq0.08 .
\]

Within the model the growth times differ: a line with a higher critical stress nucleates later, but it has stored more tension and its void then grows faster. Solving the stress equation with \(\sigma(0)=0\) after nucleation gives a growth time of about 88 h at the median and, if \(\sigma_c\) alone varies, a spread of about 0.05. This narrowing concerns only the part of the spread that comes from \(\sigma_c\). A variation in diffusivity scales nucleation and growth times alike and passes into the failure time undiminished; with the \(s_G\) and \(s_\kappa\) of part (e), the latter taken as a spread of \(D\), the failure-time spread is about 0.31. The doubled spread belongs to the nucleation time; it can be read from failure times only when growth takes a few per cent of the nucleation time or less. A growth time of one tenth of \(t_{50}\) already lowers the spread from 0.30 to about 0.25.

The temperature and current density are those of an accelerated test, and the material parameters are rough values for a passivated aluminium line. The diffusivity is the least certain, since it depends strongly on grain structure and alloying; a common change in it rescales all times and leaves \(2s\) alone. The assumption most plainly broken is zero initial stress. Aluminium contracts more than silicon on cooling, so a passivated line cooled from its processing temperature is left in tension, in an amount that depends on its thermal history. The 100 MPa of part (f) is an illustrative value, and the tension in a line that has relaxed little can approach or exceed \(\sigma_{50}\) itself: a rough elastic estimate for aluminium embedded in oxide gives about 1.6 MPa per kelvin of cooling, or about 275 MPa from 673 K to 500 K. Many lines then form voids before any current flows, the small-\(s\) formula of part (f) fails, and the nucleation time calculated here does not describe those lines. Even 100 MPa moves the log standard deviation from 0.30 to 0.46. A service temperature below that of the test generally means a different initial tension, so the spread found in the test should be carried over only if \(\sigma_0/\sigma_{50}\) is small in both conditions or its change is included. The line must also remain long in the sense of part (g). A lower service current reduces \(G\), and once \(GL/2\) is no longer well above the critical stresses, the square root fails and some lines may never nucleate a void.
